**Four L valleys with equal coupling: singlet, triplet and a lattice donor**

Four donor 1s states with common diagonal energy $E_0$ and equal pair elements $-v$ form a singlet at $E_0-3v$ and a triplet at $E_0+v$, separated by $4v$. The program asserts this by symbolic algebra, and asserts that averaging a random Hermitian matrix over the 24 tetrahedral operations makes its pair elements equal and real. It then diagonalizes a donor on a face-centred cubic lattice with band minima at the four L points, builds one state per valley, and asserts that the pair elements are equal and that the level splitting is $4v$. The output gives $v=1.04$ meV and a splitting of 4.16 meV for this model with round parameters, which does not predict the levels of a real germanium donor. For a weak attraction $W$ on the donor site, the program asserts that the summed shift of the four levels agrees within 3% with $-4W\varphi(0)^2$, where $\varphi(0)$ is the amplitude of one valley state on that site. At $W=100$ meV the output shows a singlet shift of $-4.13$ meV, against $-2.67$ meV from the first-order formula. A further assertion confirms that an added attraction on one neighbouring site makes the couplings unequal and splits the triplet.

## Verification by program

```python
"""
Result under test: four donor 1s states, one per L valley, with common
diagonal energy E0 and equal pair matrix elements -v, form a singlet at
E0 - 3v and a triplet at E0 + v, hence a splitting 4v.
The matrix result is tested against the full diagonalization of a donor on
a face-centred cubic lattice whose band minima are the four L points.
Symbols: a = cubic lattice constant; W = extra attraction on the donor site;
phi(0) = amplitude of one valley state on the donor site.
Site coordinates are integers in units of a/2. Energies are in meV.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy import constants

# ---------- matrix algebra ----------
E0s, vs = sp.symbols("E0 v", real=True)
pair_matrix = sp.Matrix(4, 4, lambda i, j: E0s if i == j else -vs)
levels = {sp.expand(k): m for k, m in pair_matrix.eigenvals().items()}
assert levels == {E0s - 3 * vs: 1, E0s + vs: 3}

# Equal magnitudes with one reversed pair do not give a triplet.
one_reversed = np.eye(4) - np.ones((4, 4))
one_reversed[0, 1] = one_reversed[1, 0] = 1.0
reversed_levels = np.linalg.eigvalsh(one_reversed)
assert np.allclose(reversed_levels, [-np.sqrt(5), -1, 1, np.sqrt(5)])
# Reversing the sign of a whole basis state leaves the spectrum unchanged.
flip = np.diag([1, -1, 1, 1])
equal_pairs = np.eye(4) - np.ones((4, 4))
assert np.allclose(np.linalg.eigvalsh(flip @ equal_pairs @ flip),
                   [-3, 1, 1, 1])

# ---------- tetrahedral symmetry forces equal, real couplings ----------
axes = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
valley_permutations = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:          # these operations preserve x*y*z
            operation = np.diag(signs) @ np.eye(3, dtype=int)[list(order)]
            images = axes @ operation.T
            perm = np.array([[np.array_equal(im, ax) for im in images]
                             for ax in axes], dtype=float)
            assert np.all(perm.sum(axis=0) == 1)
            valley_permutations.append(perm)
assert len(valley_permutations) == 24
rng = np.random.default_rng(4)
raw = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
raw = raw + raw.conj().T
averaged = sum(p @ raw @ p.T for p in valley_permutations) / 24
off_diagonal = ~np.eye(4, dtype=bool)
assert np.allclose(averaged[off_diagonal], averaged[0, 1].real)
assert np.allclose(np.diag(averaged), averaged[0, 0].real)

# ---------- lattice with four L valleys ----------
hop_near, hop_second = -50.0, 100.0
coulomb_strength, central_W = 200.0, 100.0
cells = 8
side = 2 * cells
sites = np.array([n for n in itertools.product(range(side), repeat=3)
                  if sum(n) % 2 == 0])
number = len(sites)
index = -np.ones((side, side, side), dtype=int)
index[tuple(sites.T)] = np.arange(number)
hops = []
for d in itertools.product([-2, -1, 0, 1, 2], repeat=3):
    length2 = sum(x * x for x in d)
    if length2 == 2:
        hops.append((np.array(d), hop_near))
    elif length2 == 4 and max(map(abs, d)) == 2:
        hops.append((np.array(d), hop_second))
assert len(hops) == 18
clean = np.zeros((number, number))
for d, strength in hops:
    neighbours = index[tuple(((sites + d) % side).T)]
    clean[np.arange(number), neighbours] += strength


def band(k):
    """Band energy; k in units of 1/a."""
    return sum(h * np.cos(np.dot(k, d) / 2) for d, h in hops)


L_point = np.pi * np.ones(3)
band_bottom = band(L_point)
clean_levels = eigh(clean, eigvals_only=True, subset_by_index=[0, 4])
assert np.allclose(clean_levels[:4], band_bottom, atol=1e-7)
assert clean_levels[4] > band_bottom + 1.0


def curvature(direction):
    """Coefficient c in E = E_L + c (q a)^2, by finite difference."""
    unit = np.array(direction) / np.linalg.norm(direction)
    q = 1e-3
    return (band(L_point + q * unit) + band(L_point - q * unit)
            - 2 * band_bottom) / (2 * q * q)


c_long, c_trans = curvature([1, 1, 1]), curvature([1, -1, 0])
assert abs(c_long - (hop_second + hop_near)) < 0.01
assert abs(c_trans - (hop_second - hop_near / 2)) < 0.01

displacement = (sites + cells) % side - cells
radius = np.linalg.norm(displacement, axis=1) / 2      # in units of a
smooth_donor = -coulomb_strength / np.sqrt(radius**2 + 1)
origin = index[0, 0, 0]
neighbour_site = index[1, 1, 0]
valley_phase = np.cos(np.pi / 2 * displacement @ axes.T)


def solve(W, W_neighbour=0.0):
    """Five lowest levels from the band minimum, and their vectors."""
    potential = smooth_donor.copy()
    potential[origin] -= W
    potential[neighbour_site] -= W_neighbour
    H = clean + np.diag(potential - band_bottom)
    energies, vectors = eigh(H, subset_by_index=[0, 4])
    return H, energies, vectors


def valley_states(vectors):
    """Orthonormal valley states spanning the four lowest eigenvectors."""
    trial = valley_phase * np.exp(-radius)[:, None]
    overlap = vectors[:, :4].T @ trial
    left, _, right = np.linalg.svd(overlap)
    return vectors[:, :4] @ (left @ right)


# Donor with central-cell attraction
H, energies, vectors = solve(central_W)
valleys = valley_states(vectors)
coupling_matrix = valleys.T @ H @ valleys
pairs = coupling_matrix[off_diagonal]
v = -pairs.mean()
E0 = np.diag(coupling_matrix).mean()
singlet, triplet = energies[0], energies[1:4].mean()
gap = triplet - singlet
assert np.ptp(pairs) < 1e-6 and np.ptp(np.diag(coupling_matrix)) < 1e-6
assert np.ptp(energies[1:4]) < 1e-6
assert v > 0 and energies[4] - energies[3] > 5.0
assert abs(gap - 4 * v) < 1e-6
assert abs(singlet - (E0 - 3 * v)) < 1e-6
assert abs(triplet - (E0 + v)) < 1e-6
singlet_parts = np.abs(valleys.T @ vectors[:, 0])
assert np.allclose(singlet_parts, 0.5, atol=1e-6)
triplet_site_weight = np.sum(vectors[origin, 1:4]**2)
assert triplet_site_weight < 1e-12

# Each constructed state must really belong to its own valley.
grid = np.zeros((side, side, side))
grid[tuple(sites.T)] = valleys[:, 0]
weight = np.abs(np.fft.fftn(grid))**2
s = np.sign(np.round(np.sin(2 * np.pi * np.fft.fftfreq(side)), 12))
sx, sy, sz = np.meshgrid(s, s, s, indexing="ij")
own_fraction = weight[(sx * sy > 0) & (sy * sz > 0)].sum() / weight.sum()
assert own_fraction > 0.8

# Smooth donor only, then a weak central-cell attraction
H_smooth, energies_smooth, vectors_smooth = solve(0.0)
valleys_smooth = valley_states(vectors_smooth)
matrix_smooth = valleys_smooth.T @ H_smooth @ valleys_smooth
v_smooth = -matrix_smooth[off_diagonal].mean()
site_amplitudes = valleys_smooth[origin]
assert np.ptp(site_amplitudes) < 1e-6
phi0_squared = np.mean(site_amplitudes**2)
weak_W = 1.0
H_weak, energies_weak, vectors_weak = solve(weak_W)
valleys_weak = valley_states(vectors_weak)
matrix_weak = valleys_weak.T @ H_weak @ valleys_weak
v_change = -matrix_weak[off_diagonal].mean() - v_smooth
E0_change = np.diag(matrix_weak).mean() - np.diag(matrix_smooth).mean()
# Remaining difference is second order in weak_W.
shift = energies_weak[:4].sum() - energies_smooth[:4].sum()
shift_first_order = -4 * weak_W * phi0_squared
assert abs(shift / shift_first_order - 1) < 0.03
assert abs(v_change / (weak_W * phi0_squared) - 1) < 0.03
assert abs(E0_change / (-weak_W * phi0_squared) - 1) < 0.03
# The second level is in the triplet whichever way the levels are ordered.
assert abs(energies_smooth[1] - triplet) < 1e-6

# Lower site symmetry: the triplet must split
H_low, energies_low, vectors_low = solve(central_W, central_W)
valleys_low = valley_states(vectors_low)
pairs_low = (valleys_low.T @ H_low @ valleys_low)[off_diagonal]
assert np.ptp(energies_low[1:4]) > 1.0 and np.ptp(pairs_low) > 0.5

hartree_meV = 1000 * constants.physical_constants["Hartree energy in eV"][0]
print(f"nearest-neighbour hopping: {hop_near:.0f} meV")
print(f"second-neighbour hopping: {hop_second:.0f} meV")
print(f"smooth donor strength: {coulomb_strength:.0f} meV")
print(f"central-cell attraction W: {central_W:.0f} meV")
print(f"cube side: {cells} a; sites: {number}")
print(f"longitudinal band coefficient: {c_long:.1f} meV a^2")
print(f"transverse band coefficient: {c_trans:.1f} meV a^2")
print(f"mass ratio, longitudinal/transverse: {c_trans / c_long:.2f}")
print("Donor with W, energies from band minimum:")
for label, energy in zip(("1", "2", "3", "4", "5"), energies):
    print(f"  level {label}: {energy:.4f} meV")
print(f"valley diagonal energy E0: {E0:.4f} meV")
print(f"coupling v: {v:.4f} meV")
print(f"smallest pair element: {pairs.min():.4f} meV")
print(f"largest pair element: {pairs.max():.4f} meV")
print(f"E0 - 3v: {E0 - 3 * v:.4f} meV")
print(f"E0 + v: {E0 + v:.4f} meV")
print(f"4v: {4 * v:.4f} meV")
print(f"splitting from levels: {gap:.4f} meV")
print(f"splitting from levels: {gap / hartree_meV:.4e} hartree")
print(f"singlet amplitude in each valley: {singlet_parts.mean():.4f}")
print(f"singlet weight on donor site: {vectors[origin, 0]**2:.4f}")
print(f"triplet weight on donor site below 1e-12: "
      f"{triplet_site_weight < 1e-12}")
print(f"weight of valley state in own valley: {own_fraction:.4f}")
print("Smooth donor, W = 0:")
print(f"  coupling v: {v_smooth:.5f} meV")
print(f"  triplet energy: {energies_smooth[1]:.4f} meV")
print(f"  phi(0)^2: {phi0_squared:.5f}")
print(f"Weak attraction W: {weak_W:.0f} meV")
print(f"  singlet shift, computed: {shift:.5f} meV")
print(f"  singlet shift, first order: {shift_first_order:.5f} meV")
print(f"  change of v: {v_change:.5f} meV")
print(f"  change of E0: {E0_change:.5f} meV")
print(f"First-order singlet shift at full W: "
      f"{-4 * central_W * phi0_squared:.3f} meV")
print(f"Computed singlet shift at full W: "
      f"{energies[:4].sum() - energies_smooth[:4].sum():.3f} meV")
print("Same W added on one neighbour site:")
for label, energy in zip(("1", "2", "3", "4"), energies_low):
    print(f"  level {label}: {energy:.4f} meV")
print(f"  pair elements from {pairs_low.min():.3f} "
      f"to {pairs_low.max():.3f} meV")
print("One pair sign reversed, (E - E0)/v:")
print("  " + ", ".join(f"{x:.4f}" for x in reversed_levels))
print("no test failed")
```

Running it gives:

```
nearest-neighbour hopping: -50 meV
second-neighbour hopping: 100 meV
smooth donor strength: 200 meV
central-cell attraction W: 100 meV
cube side: 8 a; sites: 2048
longitudinal band coefficient: 50.0 meV a^2
transverse band coefficient: 125.0 meV a^2
mass ratio, longitudinal/transverse: 2.50
Donor with W, energies from band minimum:
  level 1: -69.3868 meV
  level 2: -65.2291 meV
  level 3: -65.2291 meV
  level 4: -65.2291 meV
  level 5: -22.6915 meV
valley diagonal energy E0: -66.2685 meV
coupling v: 1.0394 meV
smallest pair element: -1.0394 meV
largest pair element: -1.0394 meV
E0 - 3v: -69.3868 meV
E0 + v: -65.2291 meV
4v: 4.1577 meV
splitting from levels: 4.1577 meV
splitting from levels: 1.5279e-04 hartree
singlet amplitude in each valley: 0.5000
singlet weight on donor site: 0.0627
triplet weight on donor site below 1e-12: True
weight of valley state in own valley: 0.9959
Smooth donor, W = 0:
  coupling v: 0.00720 meV
  triplet energy: -65.2291 meV
  phi(0)^2: 0.00668
Weak attraction W: 1 meV
  singlet shift, computed: -0.02683 meV
  singlet shift, first order: -0.02673 meV
  change of v: 0.00671 meV
  change of E0: -0.00671 meV
First-order singlet shift at full W: -2.673 meV
Computed singlet shift at full W: -4.129 meV
Same W added on one neighbour site:
  level 1: -69.4278 meV
  level 2: -67.9548 meV
  level 3: -65.2291 meV
  level 4: -65.2291 meV
  pair elements from -1.829 to -0.355 meV
One pair sign reversed, (E - E0)/v:
  -2.2361, -1.0000, 1.0000, 2.2361
no test failed
```
